\section*{Why a cusp error defeats Krylov methods and how scaling repairs it}

\section{The decision: which operator builds the basis}

A ground-state calculation that improves a trial function systematically must choose how to make its next basis function. One choice applies the Hamiltonian $H$ to the present function, as Krylov and moment methods do. Another applies $rH$ and $r$, as the free-complement method does for one electron and one nucleus. If the trial function has the wrong slope at the nucleus, refining the grid makes the first choice worse: the energy gained from a fixed number of Krylov vectors tends to zero. The second choice has a finite gain that survives refinement.

The model is a fixed point nucleus of charge $Z$ at the origin and one nonrelativistic electron, in hartree atomic units:
\begin{equation}
H=-\tfrac12\nabla^2-\frac Zr,\qquad \varphi=e^{-\alpha r},\qquad \beta=\alpha-Z\neq0,\quad \alpha>0 .
\end{equation}
The exact ground state is $e^{-Zr}$, with energy $-Z^2/2$, so $\beta$ measures the error in the slope. Expectation values are divided by the norm of the start. The example has $Z=2$ and $\alpha=2.5$, hence $\beta=0.5$.

\section{The first two moments are harmless}

For a radial function $\nabla^2 f=f''+2f'/r$. With $\varphi'=-\alpha\varphi$ and $\varphi''=\alpha^2\varphi$,
\begin{equation}
H\varphi=\Big(-\frac{\alpha^2}{2}+\frac{\alpha}{r}-\frac Zr\Big)\varphi
=\Big(-\frac{\alpha^2}{2}+\frac{\beta}{r}\Big)\varphi .
\label{Hphi}
\end{equation}
The kinetic term $\alpha/r$ and the potential term $-Z/r$ fail to cancel by $\beta/r$. Since $\langle1/r\rangle=\alpha$,
\begin{equation}
E_0=\langle H\rangle=-\frac{\alpha^2}{2}+\alpha\beta=\frac{\alpha^2}{2}-Z\alpha .
\end{equation}
Subtracting $E_0$ from (\ref{Hphi}) gives
\begin{equation}
(H-E_0)\varphi=\beta\Big(\frac1r-\alpha\Big)\varphi .
\label{residual}
\end{equation}
The radial norm is $\int_0^\infty r^2e^{-2\alpha r}dr=1/(4\alpha^3)$, so the variance is
\begin{align}
I_2&=4\alpha^3\beta^2\int_0^\infty(1-\alpha r)^2e^{-2\alpha r}dr\nonumber\\
&=4\alpha^3\beta^2\Big(\frac1{2\alpha}-\frac1{2\alpha}+\frac1{4\alpha}\Big)=\alpha^2\beta^2 .
\end{align}
The volume element tames $1/r^2$, and $H\varphi$ is square integrable. Here $E_0=3.125-5=-1.875$ hartree and $I_2=6.25\times0.25=1.5625$ hartree$^2$.

\section{The third moment: kinetic against potential energy}

The third moment is the energy form evaluated in $\chi=H\varphi$,
\begin{equation}
\langle\chi|H|\chi\rangle=\int\Big(\tfrac12|\nabla\chi|^2-\frac Zr|\chi|^2\Big)d^3r .
\end{equation}
Exclude a ball of radius $\varepsilon$ and weigh the two terms separately. From (\ref{Hphi}),
\begin{equation}
\chi'=\Big(-\frac{\beta}{r^2}-\frac{\alpha\beta}{r}+\frac{\alpha^3}{2}\Big)e^{-\alpha r},
\qquad
r^2\chi'^2=\Big(\frac{\beta^2}{r^2}+\frac{2\alpha\beta^2}{r}+\cdots\Big)e^{-2\alpha r},
\end{equation}
where the omitted terms are integrable at the origin. Expanding $e^{-2\alpha r}=1-2\alpha r+\cdots$ in the first term gives $-2\alpha\beta^2/r$, which cancels the second. The kinetic part is therefore
\begin{equation}
\frac12\,4\pi\int_\varepsilon^\infty r^2\chi'^2dr=\frac{2\pi\beta^2}{\varepsilon}+O(1).
\end{equation}
The potential part is
\begin{equation}
-4\pi Z\int_\varepsilon^\infty r\chi^2dr=-4\pi Z\beta^2\ln\frac1\varepsilon+O(1).
\end{equation}
(The logarithm contains $\varepsilon$ in bohr; another unit changes only the $O(1)$ term.) To leading order, the ratio of the attraction to the kinetic energy is $2Z\varepsilon\ln(1/\varepsilon)$, which vanishes with $\varepsilon$. The third moment is $+\infty$.

The exponential form is not essential. For any smooth radial start that decays fast enough, put $D=\varphi'(0)+Z\varphi(0)$. Near the nucleus
\begin{equation}
H\varphi=-\frac{\varphi'+Z\varphi}{r}-\frac{\varphi''}{2}=-\frac Dr+O(1),
\end{equation}
and the kinetic part diverges as $2\pi D^2/\varepsilon$. A Gaussian has zero slope, so $D=Z\varphi(0)$. The program tests this case: at $\varepsilon=10^{-4}$ bohr the whole form is $0.997$ of the leading term.

The consequence for a Krylov calculation is immediate. For $c\neq0$, $\varphi+cH\varphi$ contains $c\beta/r$ and has infinite energy. The variational principle then selects $c=0$.

\section{The same failure seen in the energy spectrum}

The start is a superposition of bound and continuum states of $H$. How fast its weight falls at high energy decides which moments exist. Let $u(r)$ be $r$ times a continuum $s$ wave of energy $k^2/2$, scaled so that $u(0)=0$ and $u'(0)=1$. Then
\begin{equation}
ru''+k^2ru+2Zu=0 .
\end{equation}
For $U(s)=\int_0^\infty e^{-sr}u\,dr$, the transform of $u''$ is $s^2U-1$, and a factor $r$ becomes $-d/ds$. Thus
\begin{equation}
(s^2+k^2)U'=2(Z-s)U,\qquad
U=\frac{e^{-(2Z/k)\arctan(k/s)}}{s^2+k^2}.
\label{laplace}
\end{equation}
The integration constant follows from $u\simeq r$ at small $r$, which requires $U\to1/s^2$ at large $s$. The overlap with the start is
\begin{equation}
\int_0^\infty re^{-\alpha r}u\,dr=-U'(\alpha)=\frac{2\beta U(\alpha)}{\alpha^2+k^2}.
\label{overlap}
\end{equation}

The wave must still be normalized per unit $k$, which means a large-distance amplitude $\sqrt{2/\pi}$. The amplitude $a$ of $u$ comes from the singularities of $U$ at $s=\pm ik$. Put $y=Z/k$. Write $\arctan(k/s)=\pi/2-\arctan(s/k)$. Since $\arctan z=\frac1{2i}\ln\frac{1+iz}{1-iz}$ with $z=s/k$, near $s=ik$
\begin{equation}
U\simeq\frac{e^{-\pi y}}{2ik(s-ik)}\Big[\frac{i(s-ik)}{2k}\Big]^{-iy}.
\end{equation}
The inverse transform of $(s-ik)^{-1-iy}$ is $e^{ikr}r^{iy}/\Gamma(1+iy)$, and $i^{-iy}=e^{\pi y/2}$. Adding the conjugate singularity and using $|\Gamma(1+iy)|^2=\pi y/\sinh\pi y$,
\begin{equation}
a^2=\frac{e^{-\pi y}\sinh\pi y}{k^2\pi y}=\frac{1-e^{-2\pi y}}{2\pi yk^2},\qquad
\frac{2}{\pi a^2}=\frac{4Zk}{1-e^{-2\pi Z/k}} .
\end{equation}
The last expression multiplies the squared overlap. At large $k$ it tends to $2k^2/\pi$, while $U(\alpha)\to k^{-2}$. Including the norm factor $4\alpha^3$, the weight per unit $k$ becomes
\begin{equation}
\rho(k)\to\frac{2k^2}{\pi}\,4\alpha^3\,\frac{4\beta^2}{k^8}
=\frac{32}{\pi}\,\frac{\alpha^3\beta^2}{k^6}.
\label{tail}
\end{equation}
Multiplication by $E^2=k^4/4$ leaves an integrable $k^{-2}$. Multiplication by $E^3=k^6/8$ leaves a constant, and a cutoff at $k=K$ gives
\begin{equation}
\int^K\frac{k^6}{8}\rho\,dk\simeq\frac4\pi\alpha^3\beta^2K .
\end{equation}
The predicted slope is $4.974$ hartree$^3$ bohr. The program finds $4.952$ between $K=1000$ and $2000$ bohr$^{-1}$.

\subsection{What obeying the cusp condition contributes}

Keep $\alpha=Z+\beta$ but take $(1+\beta r)e^{-\alpha r}$. Its slope at the origin is $\beta-\alpha=-Z$ and its value is $1$, so $D=0$. Its overlap is $-U'+\beta U''$ at $s=\alpha$. With $d=\alpha^2+k^2$, differentiating (\ref{laplace}) gives
\begin{equation}
U''=\frac{-2U+(2Z-4\alpha)U'}{d},\qquad U'=-\frac{2\beta U}{d},
\end{equation}
and hence
\begin{equation}
-U'+\beta U''=\frac{2\beta U}{d}-\frac{2\beta U}{d}+\frac{4\beta^2(2\alpha-Z)U}{d^2}.
\end{equation}
The leading terms cancel, the overlap falls as $k^{-6}$, and the weight falls as $k^{2-12}=k^{-10}$, provided $2\alpha\neq Z$. The third and fourth moments are now finite; in the example they are $-7.93$ hartree$^3$ and $17.27$ hartree$^4$. The fifth diverges. For this start the correct cusp delays the failure by two moments without curing it.

\subsection{What remains sound}

The operator $e^{-tH}$ damps high energies, so imaginary-time evolution exists and selects the ground state, whose weight in this start is $0.963$. At $t=10$ atomic units the energy $\langle He^{-tH}\rangle/\langle e^{-tH}\rangle$ agrees with $-2$ hartree to within $10^{-8}$ hartree. Its Taylor series in $t$ is what fails. Separate the existing moments $\mu_1$ and $\mu_2$:
\begin{equation}
\langle He^{-tH}\rangle=\mu_1-\mu_2t+\big\langle H(e^{-tH}-1+tH)\big\rangle .
\end{equation}
At small $t$ the tail (\ref{tail}) dominates the last term. With $x=tk^2/2$ it becomes
\begin{align}
&\frac{32\alpha^3\beta^2}{\pi}\,\frac14\Big(\frac t2\Big)^{3/2}
\int_0^\infty x^{-5/2}(e^{-x}-1+x)\,dx\nonumber\\
&\qquad=\frac{32}{3\sqrt\pi}\,\alpha^3\beta^2\Big(\frac t2\Big)^{3/2},
\end{align}
because two integrations by parts reduce the integral to $\frac43\int_0^\infty x^{-1/2}e^{-x}dx=\frac43\sqrt\pi$. A term in $t^{3/2}$ has an infinite second derivative at $t=0$, which is the divergent third moment again. The predicted coefficient of $t^{3/2}$ is $8.31$ atomic units; the program obtains $8.27$ at $t=10^{-7}$.

\section{How a grid hides the infinity}

On a finite grid every moment is a finite number. Its dependence on the spacing $h$ reveals the fault. Let $w$ be $r(H-E_0)\varphi$ with the normalization of the start included:
\begin{equation}
w(r)=2\alpha^{3/2}\beta(1-\alpha r)e^{-\alpha r}.
\end{equation}
Take a uniform radial grid with three-point differences. It sets the function to zero at $r=0$, but $w$ tends to $2\alpha^{3/2}\beta$ there. The jump across the first interval costs the kinetic energy $w(h)^2/(2h)$. The central third moment is thus, to leading order,
\begin{equation}
I_3=\langle(H-E_0)^3\rangle\simeq\frac{2\alpha^3\beta^2}{h}.
\end{equation}

In the normalized basis made from $\varphi$ and $(H-E_0)\varphi$, the diagonal elements are $E_0$ and $E_0+\Delta$, with $\Delta=I_3/I_2$, and the squared coupling is $I_2$. The lower root lies below $E_0$ by
\begin{equation}
\frac{\sqrt{\Delta^2+4I_2}-\Delta}{2}\simeq\frac{I_2}{\Delta}
=\frac{I_2^2}{I_3}\simeq\frac{\alpha\beta^2h}{2}.
\label{lowering}
\end{equation}
The prefactors in these two laws belong to the three-point formula. Other discretizations keep $I_3\propto1/h$ and a lowering proportional to $h$ but change the constants: at $h=0.0005$ bohr a five-point formula with odd reflection at the origin gives $hI_3\approx19$ hartree$^3$ bohr instead of $7.7$.

The simplest connected-moment correction has the same size as (\ref{lowering}). It fits the imaginary-time energy $I_1-I_2t+I_3t^2/2$, where $I_1=E_0$, by $E_\infty+ce^{-bt}$. Matching requires $cb=I_2$ and $cb^2=I_3$, so $c=I_2^2/I_3$ and $E_\infty=E_0-I_2^2/I_3$.

The grid results, in hartree except for $h$ in bohr, are
\begin{center}
\begin{tabular}{cccc}
$h$ & gain, 2 Krylov & gain, 5 Krylov & energy, 2 scaled\\
0.05 & 0.01766 & 0.05747 & $-1.99143$\\
0.005 & 0.00164 & 0.00671 & $-1.99641$\\
0.0005 & 0.00016 & 0.00064 & $-1.99646$
\end{tabular}
\end{center}
The gain needed is $0.125$ hartree. On the finest grid (\ref{lowering}) predicts $0.3125\times0.0005=0.000156$ hartree, against the computed $0.000158$. The leading law is poor on the coarsest grid, where $I_3$ is $86$ hartree$^3$ instead of the predicted $156$.

More vectors do not remove the problem at fixed dimension. This can be shown for a cutoff at energy $\Lambda$. A Krylov trial function is $p(H)\varphi$, with $p$ a polynomial of bounded degree. Normalize the best one for each $\Lambda$. The bound states carry weight at infinitely many energies, so the norm bounds all coefficients of $p$, and a sequence of cutoffs exists along which $p$ converges. The energy stays bounded because $p=1$ is allowed. Bounded energy also prevents norm from escaping to high energy. The limit must have finite energy with the full spectrum, but a polynomial of degree one or more needs at least the divergent third moment. The limit is therefore a constant, and the lowest energy tends to $E_0$.

If the dimension may grow, a fixed grid can be solved. To come within $10^{-6}$ hartree of the grid's own ground state takes $73$, $144$ and $287$ Lanczos vectors at $h=0.05$, $0.025$ and $0.0125$ bohr. The count nearly doubles at each halving of $h$. This doubling is not a mark of the cusp error. It is the usual Lanczos scaling with the square root of the grid's spectral range, which grows as $1/h^2$. The cusp-obeying start $(1+\beta r)e^{-\alpha r}$ needs $52$, $101$ and $199$ vectors on the same grids.

\section{What the scaling factor contributes}

The scaled equation is
\begin{equation}
g(H-E)\psi=0,\qquad g=r .
\end{equation}
Since $r>0$ away from the nucleus, a regular solution of one equation solves the other. Regularity has to be demanded separately. At a negative energy that is not an eigenvalue, the decaying radial solution has $r\psi\to c\neq0$ at the origin; otherwise it would be a bound state. The Laplacian then produces $-\frac12\nabla^2(c/r)=2\pi c\,\delta(\mathbf r)$, which $H\psi=E\psi$ rejects but the factor $r$ erases. Such functions must be excluded from the trial space.

The free-complement method applies $g$ and $gH$ repeatedly to the start, collects the independent functions, and finds their coefficients with the original $H$. Here
\begin{align}
\nabla^2(r^je^{-\alpha r})&=\big[j(j-1)r^{j-2}-2\alpha jr^{j-1}+\alpha^2r^j\nonumber\\
&\quad+2jr^{j-2}-2\alpha r^{j-1}\big]e^{-\alpha r},
\end{align}
so that
\begin{align}
rH(r^je^{-\alpha r})=\Big[&-\frac{j(j+1)}2r^{j-1}+\{\alpha(j+1)-Z\}r^j\nonumber\\
&-\frac{\alpha^2}2r^{j+1}\Big]e^{-\alpha r}.
\label{closure}
\end{align}
Two features keep the functions regular. The factor $r$ turns the uncancelled $\beta/r$ into the constant $\beta$. The coefficient $j(j+1)$ vanishes at $j=0$, where a negative power would otherwise appear. Each application raises the degree by at most one, and repeated multiplication by $r$ supplies every power. After $n$ rounds the space is
\begin{equation}
\mathcal P_n=\mathrm{span}\{r^je^{-\alpha r}:\ j=0,\ldots,n\}.
\end{equation}
All its functions have square-integrable gradients, so all elements of $H$ are finite.

\subsection{The first step lowers the energy}

By (\ref{residual}), $r(H-E_0)\varphi=\beta(1-\alpha r)\varphi$. For the trial function $\varphi+Cr(H-E_0)\varphi$,
\begin{align}
\frac{dE}{dC}\Big|_0&=2\langle(H-E_0)\varphi|r|(H-E_0)\varphi\rangle\nonumber\\
&=8\alpha^3\beta^2\int_0^\infty r(1-\alpha r)^2e^{-2\alpha r}dr\nonumber\\
&=8\alpha\beta^2\Big(\frac14-\frac12+\frac38\Big)=\alpha\beta^2 .
\end{align}
The slope is positive, so a small negative $C$ lowers the energy. It equals $2.5\times0.25=0.625$ atomic units, as the program confirms by finite differences.

Using $g$ and $gH$ separately matters. With the single operator $r(H-E)$ and $E$ fixed at $-\alpha^2/2$, one finds $r(H-E)\varphi=\beta\varphi$ and the sequence stalls. With $E=E_0$, the coefficient of the highest new power is $-\alpha^2/2-E_0=-\alpha\beta\neq0$, and it does not stall.

\subsection{A power tail becomes a geometric one}

The scaled operator has its own spectrum. Let $E_0=-\kappa^2/2<0$, which requires $\alpha<2Z$. With the radial inner product $\int_0^\infty fg\,r\,dr$, the operator $A=r(H-E_0)$ is symmetric on regular functions, because its factor $r$ restores the usual $r^2$. The equation $AS=\lambda S$ describes a hydrogenic atom of charge $Z+\lambda$ at energy $-\kappa^2/2$. Therefore $Z+\lambda=n\kappa$, and
\begin{equation}
\lambda_n=n\kappa-Z,\qquad S_n=e^{-\kappa r}L^{(1)}_{n-1}(2\kappa r),\qquad n=1,2,\ldots
\end{equation}
The generating function $\sum_mz^mL_m^{(1)}(x)=(1-z)^{-2}e^{-xz/(1-z)}$ gives the overlaps with the start:
\begin{equation}
\sum_{m\ge0}z^m\!\int_0^\infty\! re^{-\alpha r}S_{m+1}dr
=\frac1{[\alpha+\kappa-(\alpha-\kappa)z]^2}
=\sum_{m\ge0}\frac{(m+1)\tau^mz^m}{(\alpha+\kappa)^2},
\end{equation}
with $\tau=(\alpha-\kappa)/(\alpha+\kappa)$. The squared norms of $S_n$ and $\varphi$ are $n/(4\kappa^2)$ and $1/(4\alpha^2)$. Since $4\alpha\kappa/(\alpha+\kappa)^2=1-\tau^2$, the normalized weights are
\begin{equation}
w_n=(1-\tau^2)^2\,n\,\tau^{2n-2}.
\end{equation}
A geometric factor defeats any power of $\lambda_n$, so every moment of $A$ in this inner product is finite. Here $\tau=0.127$; the third scaled moment is $0.25$ and the eighth is $62.1$, in matching powers of hartree bohr.

\section{How fast the scaled energies converge}

Finite matrix elements alone do not guarantee convergence. The exact state supplies the missing argument. The generating function of $L_j^{(2)}$, with $q=(Z-\alpha)/(Z+\alpha)$, gives
\begin{equation}
e^{-Zr}=(1-q)^3\sum_{j=0}^\infty q^jL_j^{(2)}(2\alpha r)e^{-\alpha r},
\end{equation}
because $\alpha(1+q)/(1-q)=Z$. Cutting the sum after $j=n$ leaves a trial function in $\mathcal P_n$ and a remainder $\eta$. Since $H+Z^2/2$ annihilates the exact state, the numerator of the energy excess is
\begin{equation}
\langle\eta|H+\tfrac12Z^2|\eta\rangle\le\tfrac12\|\nabla\eta\|^2+\tfrac12Z^2\|\eta\|^2 .
\end{equation}
The squared norm of $L_j^{(2)}(2\alpha r)e^{-\alpha r}$ is proportional to $(j+1)(j+2)$. The derivative of $L_j^{(2)}$ is minus the sum of the lower $L_i^{(2)}$, so gradient norms also grow no faster than a power of $j$. The excess is bounded by $q^{2n}$ times a power of $n$, and the Ritz energy in $\mathcal P_n$ is at least as good. Because $|q|<1$ for any $\alpha>0$, it converges to $-Z^2/2$; a poor exponent brings $|q|$ near one, and the bound then falls slowly.

In the example $q^2=(0.5/4.5)^2=0.01235$. Orders $0$ to $4$ have excess energies $0.125$, $3.5\times10^{-3}$, $8.7\times10^{-5}$, $1.8\times10^{-6}$ and $3.3\times10^{-8}$ hartree. The first added function gives $-1.99646$ hartree ($-54.33$ eV), against the exact $-2$ hartree ($-54.42$ eV), and removes $97\%$ of the initial error. Five functions bring the excess below $10^{-6}$ hartree. The early ratios exceed $q^2$; extrapolation from orders $24$ to $26$ gives $0.01238$, so the rate in the bound is attained here to within the test's $3\%$ tolerance.

Weighed together, the cusp error itself is modest: the start already has $96\%$ of its weight in the ground state. Even one use of $H$ turns that error into a singular function whose kinetic energy overwhelms its attraction. The factor $r$ keeps the same correction regular, and the variational calculation can then use it. The numerical check covers both routes.

\section*{Numbers as computed}
\begin{verbatim}
Z = 2, alpha = 2.5 bohr^-1, beta = 0.5 bohr^-1
start energy E0 = -1.875000 hartree = -51.0213 eV
exact energy = -2.000000 hartree = -54.4228 eV
second moment = 5.078125 hartree^2
variance = 1.562500 hartree^2
weight of exact ground state in start = 0.963418
tail power of k, cusp-violating start = -5.9995
tail power of k, cusp-obeying start = -9.9995
third moment per cutoff K, computed = 4.9520 hartree^3 bohr
third moment per cutoff K, law = 4.9736 hartree^3 bohr
cusp-obeying start: third moment = -7.931731 hartree^3
cusp-obeying start: fourth moment = 17.270820 hartree^4
Gaussian start: computed/predicted divergence = 0.9967
t^(3/2) coefficient at t = 1e-07 a.u.: 8.2721 a.u.
t^(3/2) coefficient, law: 8.3113 a.u.
imaginary-time energy at t = 10 a.u.: -1.99999999 hartree
law: h * central third moment -> 7.8125 hartree^3 bohr
law: two-vector lowering / h -> 0.3125 hartree/bohr
grid h = 0.05 bohr: central third moment = 86.46 hartree^3
  Krylov lowering, 2 vectors = 0.017663 hartree
  Krylov lowering, 5 vectors = 0.057467 hartree
  connected-moment lowering = 0.017668 hartree
  scaled energy, 2 vectors = -1.991428 hartree
grid h = 0.005 bohr: central third moment = 1420.13 hartree^3
  Krylov lowering, 2 vectors = 0.001636 hartree
  Krylov lowering, 5 vectors = 0.006707 hartree
  connected-moment lowering = 0.001636 hartree
  scaled energy, 2 vectors = -1.996409 hartree
grid h = 0.0005 bohr: central third moment = 15410.45 hartree^3
  Krylov lowering, 2 vectors = 0.000158 hartree
  Krylov lowering, 5 vectors = 0.000639 hartree
  connected-moment lowering = 0.000158 hartree
  scaled energy, 2 vectors = -1.996459 hartree
Lanczos vectors for excess < 1e-06 hartree, h = 0.05 bohr: 73
Lanczos vectors for excess < 1e-06 hartree, h = 0.025 bohr: 144
Lanczos vectors for excess < 1e-06 hartree, h = 0.0125 bohr: 287
scaled functions for the same excess: 5
kappa = 1.936492 bohr^-1, tau = 0.127017
third scaled moment = 0.250000 (hartree bohr)^3
eighth scaled moment = 62.0586 (hartree bohr)^8
dE/dC at C = 0: 0.625000 a.u.
scaled order 0: E = -1.8750000000 hartree, excess = 1.250e-01 hartree
scaled order 1: E = -1.9964594259 hartree, excess = 3.541e-03 hartree
scaled order 2: E = -1.9999129685 hartree, excess = 8.703e-05 hartree
scaled order 3: E = -1.9999982024 hartree, excess = 1.798e-06 hartree
scaled order 4: E = -1.9999999666 hartree, excess = 3.336e-08 hartree
scaled order 5: E = -1.9999999994 hartree, excess = 5.773e-10 hartree
order 1 energy = -54.3264 eV
convergence ratio: computed 0.012383, q^2 = 0.012346
irregular solution at E = -1.0 hartree: r*psi at nucleus = -0.2720 (arbitrary scale)
\end{verbatim}
